**Dyson equation for one electron level coupled to one boson mode**

The program tests the Dyson equation G = G0 + G0ΣG, where G0 = 1/z, z is the frequency measured from the bare level, and Σ is the sum of one-particle irreducible diagrams. The boson energy is ω0 and the coupling is g = 0.5 ω0. Diagrams are enumerated as pairings through order g¹⁰, and the program asserts that they agree with direct matrix products and satisfy the Dyson equation order by order. Contour integrals confirm that G cut at order g^(2N) has a pole of order N+1 at z = 0 and none at the exact energy −0.25 ω0. With Σ cut instead, the program asserts a single negative root of z = Σ_N(z) on the search grid; it falls from −0.2071 ω0 at N = 1 to −0.2496 ω0 at N = 5. The output also shows the limits of a finite-order Σ: the first sideband moves the wrong way at N = 1, and a complex pair of poles appears at N = 2. A counterterm that makes the lowest-order Σ vanish at z = 0 removes the double pole and leaves the pole in place.

## Program and output

```python
# Result under test: for one electron level coupled to one boson mode,
#   H = eps c^+c + w0 b^+b + g c^+c (b + b^+),   z = omega - eps,  hbar = 1,
# the sum Sigma of irreducible diagrams obeys G = G0 + G0 Sigma G, G0 = 1/z.
# Cutting G at order g^(2N) leaves a pole of order N+1 at z = 0, while
# cutting Sigma at order g^(2N) moves that pole to a root of z = Sigma_N(z).
# Energies are in units of w0, times in units of 1/w0.
from collections import Counter
import math
import numpy as np
from scipy.optimize import brentq

W0 = 1.0
G_COUPLING = 0.5
LAM = G_COUPLING**2
NMAX = 5
EXACT_POLE = -LAM / W0


def pairings(points):
    """All ways to join the points on the electron line by boson arcs."""
    if not points:
        yield []
        return
    first, rest = points[0], points[1:]
    for i, partner in enumerate(rest):
        for other in pairings(rest[:i] + rest[i + 1:]):
            yield [(first, partner)] + other


def diagram_tables(n):
    """Count diagrams by the number of arcs over each inner segment."""
    every, irreducible = Counter(), Counter()
    for arcs in pairings(tuple(range(2 * n))):
        heights = [0] * (2 * n - 1)
        for start, end in arcs:
            for segment in range(start, end):
                heights[segment] += 1
        key = tuple(sorted(heights))
        every[key] += 1
        if min(heights) > 0:
            irreducible[key] += 1
    return every, irreducible


TABLES = {n: diagram_tables(n) for n in range(1, NMAX + 1)}


def table_value(table, n, z, g):
    total = 0.0 * z
    for heights, count in table.items():
        value = count * g**(2 * n)
        for h in heights:
            value = value / (z - h * W0)
        total = total + value
    return total


def sigma_term(n, z, g=G_COUPLING):
    return table_value(TABLES[n][1], n, z, g)


def sigma_sum(N, z, g=G_COUPLING):
    return sum(sigma_term(n, z, g) for n in range(1, N + 1))


def boson_matrix(size):
    off = np.sqrt(np.arange(1, size))
    return np.diag(off, 1) + np.diag(off, -1)


SMALL = 12                      # exact for the orders used here
X_SMALL = boson_matrix(SMALL)
LEVELS = W0 * np.arange(SMALL)


def green_term(n, z):
    """Order g^(2n) of the resolvent, straight from matrix products."""
    vector = np.zeros(SMALL, dtype=complex)
    vector[0] = 1 / z
    for _ in range(2 * n):
        vector = G_COUPLING * (X_SMALL @ vector) / (z - LEVELS)
    return vector[0]


def green_sum(N, z):
    return sum(green_term(n, z) for n in range(N + 1))


def spectrum(g, size=60):
    h = np.diag(W0 * np.arange(size)) + g * boson_matrix(size)
    energies, vectors = np.linalg.eigh(h)
    return energies, vectors[0]**2


def laurent(func, center, power, radius, points=256):
    """Coefficient of (z-center)^(-power), by a contour integral."""
    u = radius * np.exp(2j * np.pi * (np.arange(points) + 0.5) / points)
    return np.mean([func(center + w) * w**power for w in u])


def shifted_pole(N, g=G_COUPLING):
    return brentq(lambda z: z - sigma_sum(N, z, g), -5.0, 0.0, xtol=1e-18)


# Diagram sum against matrix products, and the Dyson equation order by order
for z in (-0.7 + 0.3j, 0.4 - 0.6j, 2.5 + 0.2j):
    terms = [green_term(n, z) for n in range(NMAX + 1)]
    for n in range(1, NMAX + 1):
        by_diagrams = table_value(TABLES[n][0], n, z, G_COUPLING) / z**2
        by_dyson = sum(sigma_term(m, z) * terms[n - m]
                       for m in range(1, n + 1)) / z
        assert abs(by_diagrams - terms[n]) < 1e-10 * (1 + abs(terms[n]))
        assert abs(by_dyson - terms[n]) < 1e-10 * (1 + abs(terms[n]))
    fourth = 2 * LAM**2 / ((z - W0)**2 * (z - 2 * W0))
    assert abs(sigma_term(1, z) - LAM / (z - W0)) < 1e-12
    assert abs(sigma_term(2, z) - fourth) < 1e-12

# Exact spectrum and weights
energies, weights = spectrum(G_COUPLING)
for n in range(6):
    poisson = math.exp(-LAM / W0**2) * (LAM / W0**2)**n / math.factorial(n)
    assert abs(energies[n] - (EXACT_POLE + n * W0)) < 1e-9
    assert abs(weights[n] - poisson) < 1e-9


def exact_green(z):
    return np.sum(weights / (z - energies))


# The resummed series approaches the exact G away from the poles
errors = [abs(1 / (-1.0 - sigma_sum(N, -1.0)) - exact_green(-1.0))
          for N in range(1, NMAX + 1)]
assert all(b < a for a, b in zip(errors, errors[1:]))
assert errors[-1] < 1e-4

# Finite-order G: multiple pole at z = 0, no pole at the exact energy
leading = []
for N in range(1, NMAX + 1):
    def cut_green(z, N=N):
        return green_sum(N, z)
    top = laurent(cut_green, 0.0, N + 1, 0.5)
    assert abs(top - (-LAM / W0)**N) < 1e-10
    assert abs(laurent(cut_green, 0.0, N + 2, 0.5)) < 1e-10
    assert abs(laurent(cut_green, EXACT_POLE, 1, 0.1)) < 1e-9
    leading.append(top.real)
exact_residue = laurent(exact_green, EXACT_POLE, 1, 0.1).real
assert abs(exact_residue - math.exp(-LAM / W0**2)) < 1e-9
side_residue = laurent(lambda z: green_sum(1, z), W0, 1, 0.5).real
assert abs(side_residue - LAM / W0**2) < 1e-10

# Finite-order Sigma: exactly one negative root, at weak and strong coupling
grid = np.linspace(-10.0, 0.0, 4001)
for g in (0.5, 2.0):
    for N in range(1, NMAX + 1):
        f = grid - sigma_sum(N, grid, g)
        assert np.all(np.diff(f) > 0) and f[0] < 0 < f[-1]
poles, residues = [], []
for N in range(1, NMAX + 1):
    pole = shifted_pole(N)
    step = 1e-4
    slope = (sigma_sum(N, pole + step) - sigma_sum(N, pole - step)) / (2 * step)
    residue = laurent(lambda z: 1 / (z - sigma_sum(N, z)), pole, 1, 0.05).real
    assert abs(residue - 1 / (1 - slope)) < 1e-5
    assert 0 < residue < 1 and EXACT_POLE < pole < 0
    poles.append(pole)
    residues.append(residue)
assert all(b < a for a, b in zip(poles, poles[1:]))

# Error of the shifted pole scales as g^(2N+2) at weak coupling
exponents = []
for N in (1, 2, 3):
    big, small = [shifted_pole(N, math.sqrt(s)) + s / W0
                  for s in (0.002, 0.001)]
    exponents.append(math.log2(big / small))
    assert abs(exponents[-1] - (N + 1)) < 0.05

# Lowest-order Sigma is the same as keeping at most one boson
two_e, two_v = np.linalg.eigh(np.array([[0, G_COUPLING], [G_COUPLING, W0]]))
two_w = two_v[0]**2
z_test = 0.3 + 0.4j
assert abs(np.sum(two_w / (z_test - two_e))
           - 1 / (z_test - sigma_sum(1, z_test))) < 1e-12
assert abs(two_e[0] - poles[0]) < 1e-12
assert two_e[1] > W0 > energies[1]


# Sigma through fourth order: a complex pair appears near the sideband
def fourth_order_roots(lam):
    a, b = np.poly1d([1, -W0]), np.poly1d([1, -2 * W0])
    return (np.poly1d([1, 0]) * a * a * b - lam * a * b - 2 * lam**2).roots


roots = fourth_order_roots(LAM)
for r in roots:
    assert abs(r - sigma_sum(2, complex(r))) < 1e-9
complex_root = roots[np.argmax(roots.imag)]
assert complex_root.imag > 0.01 and np.sum(abs(roots.imag) > 1e-8) == 2
weak = fourth_order_roots(1e-3)
weak_root = (weak[np.argmax(weak.imag)] - W0) / 1e-3
assert abs(weak_root - (1 + 1j * math.sqrt(7)) / 2) < 0.02

# Counterterm v c^+c with v = g^2/w0: no double pole and no shift
v = LAM / W0
double = laurent(lambda z: green_term(1, z) + v / z**2, 0.0, 2, 0.5)
stay_residue = laurent(lambda z: 1 / (z - v - sigma_sum(1, z)),
                       0.0, 1, 0.3).real
assert abs(double) < 1e-10 and abs(energies[0] + v) < 1e-9
assert abs(v + sigma_sum(1, 0.0)) < 1e-12
assert abs(stay_residue - 1 / (1 + LAM / W0**2)) < 1e-10

# Time domain: powers of t in the finite-order amplitude
t = 40.0
growth = (np.exp(-1j * W0 * t) - 1 + 1j * W0 * t) / W0**2
tiny = 1e-3
e_tiny, w_tiny = spectrum(tiny)
numeric = (np.sum(w_tiny * np.exp(-1j * e_tiny * t)) - 1) / tiny**2
assert abs(numeric - growth) < 1e-4 * abs(growth)
amp_cut = abs(1 + LAM * growth)
amp_dyson = abs(np.sum(two_w * np.exp(-1j * two_e * t)))
amp_exact = abs(np.sum(weights * np.exp(-1j * energies * t)))
assert amp_cut > 5 and amp_dyson <= 1 + 1e-12 and amp_exact <= 1 + 1e-12

print(f"boson energy w0 = {W0:.1f} (energy unit)")
print(f"coupling g = {G_COUPLING:.2f} w0")
print("order: all diagrams, irreducible diagrams")
for n in range(1, NMAX + 1):
    print(f" g^{2*n}: {sum(TABLES[n][0].values())}, "
          f"{sum(TABLES[n][1].values())}")
print("Sigma term at z=0 (w0)")
for n in range(1, NMAX + 1):
    print(f" g^{2*n}: {sigma_term(n, 0.0):.6f}")
print("G cut at g^(2N): pole order at z=0, its coefficient")
print(" (w0^N), and value of G at the exact pole (1/w0)")
for N in range(1, NMAX + 1):
    value = green_sum(N, EXACT_POLE).real
    print(f" N={N}: {N+1}, {leading[N-1]:.6f}, {value:.4f}")
print(f"g^2 term of G: residue at z=w0: {side_residue:.4f}")
print("Sigma cut at g^(2N): pole (w0), residue")
for N in range(1, NMAX + 1):
    print(f" N={N}: {poles[N-1]:.6f}, {residues[N-1]:.6f}")
print(f"exact: {energies[0]:.6f}, {exact_residue:.6f}")
print(f"G at z=0 with Sigma N=1: {-1/sigma_sum(1, 0.0):.4f} 1/w0")
print("pole-error exponent in g^2, N=1,2,3: "
      + ", ".join(f"{x:.3f}" for x in exponents))
print(f"first sideband, Sigma N=1: {two_e[1]:.6f} w0")
print(f"first sideband, exact: {energies[1]:.6f} w0")
print(f"complex pair, Sigma N=2: {complex_root.real:.4f} "
      f"+- {complex_root.imag:.4f} i w0")
print(f"counterterm v = {v:.4f} w0")
print(f" lowest exact pole with v: {abs(energies[0] + v):.6f} w0")
print(f" residue at unmoved pole, lowest Sigma: {stay_residue:.4f}")
print(f"time t = {t:.0f} /w0, amplitude |G(t)|:")
print(f" G cut at g^2: {amp_cut:.4f}")
print(f" Sigma cut at g^2: {amp_dyson:.4f}")
print(f" exact: {amp_exact:.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
boson energy w0 = 1.0 (energy unit)
coupling g = 0.50 w0
order: all diagrams, irreducible diagrams
 g^2: 1, 1
 g^4: 3, 2
 g^6: 15, 10
 g^8: 105, 74
 g^10: 945, 706
Sigma term at z=0 (w0)
 g^2: -0.250000
 g^4: -0.062500
 g^6: -0.023438
 g^8: -0.009440
 g^10: -0.003879
G cut at g^(2N): pole order at z=0, its coefficient
 (w0^N), and value of G at the exact pole (1/w0)
 N=1: 2, -0.250000, -7.2000
 N=2: 3, 0.062500, -10.3289
 N=3: 4, -0.015625, -13.4466
 N=4: 5, 0.003906, -16.5623
 N=5: 6, -0.000977, -19.6776
g^2 term of G: residue at z=w0: 0.2500
Sigma cut at g^(2N): pole (w0), residue
 N=1: -0.207107, 0.853553
 N=2: -0.238308, 0.807671
 N=3: -0.246460, 0.790060
 N=4: -0.248889, 0.783129
 N=5: -0.249646, 0.780432
exact: -0.250000, 0.778801
G at z=0 with Sigma N=1: 4.0000 1/w0
pole-error exponent in g^2, N=1,2,3: 1.997, 2.995, 3.994
first sideband, Sigma N=1: 1.207107 w0
first sideband, exact: 0.750000 w0
complex pair, Sigma N=2: 1.0887 +- 0.2954 i w0
counterterm v = 0.2500 w0
 lowest exact pole with v: 0.000000 w0
 residue at unmoved pole, lowest Sigma: 0.8000
time t = 40 /w0, amplitude |G(t)|:
 G cut at g^2: 9.8310
 Sigma cut at g^2: 1.0000
 exact: 0.6592
ALL CHECKS PASSED
```
